# When does a Rashba wire keep its double minimum?: verification in Python

```python
"""Rashba wire with a magnetic field along the wire (x axis).

H(k) = hbar^2 k^2/(2m) + alpha k sigma_y + V sigma_x,  V = g mu_B B/2.
Result under test: the splitting at k = 0 is 2V, and the lower band has two
minima only for V < Vc = m alpha^2/hbar^2, otherwise one minimum at k = 0.
k: wavenumber (1/nm); alpha: Rashba coefficient (meV nm); energies in meV.
V is HALF the Zeeman splitting.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

mass_ratio = 0.05
alpha = 50.0
g_factor = 10.0
fields = (2.0, 8.0)

# hbar^2/m in meV nm^2 and Bohr magneton in meV/T
hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e) / const.e * 1e21
mu_b = const.physical_constants["Bohr magneton in eV/T"][0] * 1e3

sigma_0 = np.eye(2)
sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
sigma_y = np.array([[0, -1j], [1j, 0]])


def hamiltonian(k, v_x, v_y=0.0):
    k = np.asarray(k, dtype=float)[..., None, None]
    return (0.5 * hbar2_over_m * k**2 * sigma_0 + alpha * k * sigma_y
            + v_x * sigma_x + v_y * sigma_y)


def bands(k, v_x, v_y=0.0):
    return np.linalg.eigvalsh(hamiltonian(k, v_x, v_y))


def lower(k, v):
    return float(bands(k, v)[0])


def count_minima(v):
    k = np.linspace(-0.2, 0.2, 4001)
    e = bands(k, v)[:, 0]
    return int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:])))


def count_fermi_points(energy, v):
    k = np.linspace(-0.2, 0.2, 4000)
    above = bands(k, v) > energy
    return int(np.sum(above[1:] != above[:-1]))


def smallest_splitting(v_x, v_y):
    def splitting(k):
        e = bands(k, v_x, v_y)
        return float(e[1] - e[0])
    found = minimize_scalar(splitting, bounds=(-0.1, 0.1), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


v_c = alpha**2 / hbar2_over_m
k_so = alpha / hbar2_over_m
b_c = 2 * v_c / (g_factor * mu_b)

print(f"effective mass: {mass_ratio:.2f} m_e")
print(f"Rashba coefficient alpha: {alpha:.1f} meV nm")
print(f"g factor: {g_factor:.1f}")
print(f"hbar^2/m: {hbar2_over_m:.2f} meV nm^2")
print(f"Bohr magneton: {mu_b:.6f} meV/T")
print(f"m alpha/hbar^2 (minimum at zero field): {k_so:.5f} 1/nm")
print(f"critical V, m alpha^2/hbar^2: {v_c:.4f} meV")
print(f"full Zeeman splitting at threshold: {2 * v_c:.4f} meV")
print(f"critical magnetic field: {b_c:.3f} T")

# Real-space ring: fourth-order differences, no plane waves assumed.
v_test = 0.5 * g_factor * mu_b * fields[0]
sites, spacing = 400, 2.0
unit = np.eye(sites)
hop1, hop2 = np.roll(unit, 1, axis=1), np.roll(unit, 2, axis=1)
first = (8 * (hop1 - hop1.T) - (hop2 - hop2.T)) / (12 * spacing)
second = (16 * (hop1 + hop1.T) - (hop2 + hop2.T) - 30 * unit) / (12 * spacing**2)
ring = (np.kron(-0.5 * hbar2_over_m * second, sigma_0)
        + np.kron(-1j * alpha * first, sigma_y) + np.kron(unit, v_test * sigma_x))
ring_levels = np.linalg.eigvalsh(ring)[:24]
k_ring = 2 * np.pi * np.arange(-60, 61) / (sites * spacing)
root = np.sqrt((alpha * k_ring)**2 + v_test**2)
kinetic = 0.5 * hbar2_over_m * k_ring**2
formula_levels = np.sort(np.concatenate([kinetic - root, kinetic + root]))[:24]
ring_error = np.max(np.abs(ring_levels - formula_levels))
# The difference stencil errs by about 1e-4 meV at the largest k used.
assert ring_error < 5e-4
print(f"ring check, largest error of 24 levels: {ring_error:.1e} meV")

# Direction of the field: only the part perpendicular to y opens a gap.
k_x, gap_x = smallest_splitting(v_test, 0.0)
k_y, gap_y = smallest_splitting(0.0, v_test)
assert abs(gap_x - 2 * v_test) < 1e-8 and abs(k_x) < 1e-5
assert gap_y < 1e-5 and abs(k_y + v_test / alpha) < 1e-6
print(f"2 T along x, smallest splitting: {gap_x:.4f} meV")
print(f"2 T along y, smallest splitting: {abs(gap_y):.4f} meV")
print(f"2 T along y, crossing at k: {k_y:.5f} 1/nm")

# Threshold from the numerical curvature of the diagonalized lower band.
step = 1e-4


def curvature(v):
    return (lower(step, v) - 2 * lower(0.0, v) + lower(-step, v)) / step**2


v_threshold = brentq(curvature, 0.3 * v_c, 3 * v_c)
assert abs(v_threshold / v_c - 1) < 1e-5
print(f"V where numerical curvature vanishes: {v_threshold:.4f} meV")
for v in (0.4 * v_c, 1.7 * v_c):
    expected = hbar2_over_m - alpha**2 / v
    assert abs(curvature(v) - expected) < 1e-3 * abs(expected)

for ratio, expected in ((0, 2), (0.3, 2), (0.7, 2), (0.98, 2),
                        (1, 1), (1.02, 1), (1.5, 1), (3, 1)):
    number = count_minima(ratio * v_c)
    assert number == expected
    print(f"V/Vc = {ratio:.2f}: number of minima {number}")

# Quartic bottom exactly at threshold; the next order is below one percent.
k_small = 0.002
quartic = hbar2_over_m**2 * k_small**4 / (8 * v_c)
assert abs((lower(k_small, v_c) + v_c) / quartic - 1) < 0.01

# Position, depth and barrier of the double minimum for several V.
for ratio in (0.0, 0.2, 0.5, 0.9):
    v = ratio * v_c
    found = minimize_scalar(lambda k: lower(k, v), bounds=(1e-4, 0.15),
                            method="bounded", options={"xatol": 1e-10})
    assert abs(found.x - k_so * np.sqrt(1 - ratio**2)) < 1e-5
    assert abs(found.fun + v_c / 2 + v**2 / (2 * v_c)) < 1e-8
    assert abs(lower(0.0, v) - found.fun - (v_c - v)**2 / (2 * v_c)) < 1e-8

for field in fields:
    v = 0.5 * g_factor * mu_b * field
    tag = f"B = {field:.0f} T"
    e_zero = bands(0.0, v)
    assert abs(e_zero[1] - e_zero[0] - 2 * v) < 1e-10
    print(f"{tag}: V {v:.4f} meV, V/Vc {v / v_c:.4f}")
    print(f"{tag}: gap at k = 0 {e_zero[1] - e_zero[0]:.4f} meV")
    print(f"{tag}: number of minima {count_minima(v)}")
    if v < v_c:
        found = minimize_scalar(lambda k: lower(k, v), bounds=(1e-4, 0.15),
                                method="bounded", options={"xatol": 1e-10})
        print(f"{tag}: minima at k = +/- {found.x:.5f} 1/nm")
        print(f"{tag}: energy of minima {found.fun:.4f} meV")
        print(f"{tag}: barrier at k = 0 {e_zero[0] - found.fun:.4f} meV")
        between = 0.5 * (found.fun - v)
        assert count_fermi_points(between, v) == 4
        assert count_fermi_points(found.fun - 0.1, v) == 0
        print(f"{tag}: Fermi points at E = {between:.4f} meV: "
              f"{count_fermi_points(between, v)}")
    else:
        assert count_fermi_points(-1.1 * v, v) == 0
    for fraction in (-0.9, -0.4, 0.0, 0.5, 0.9):
        assert count_fermi_points(fraction * v, v) == 2
    assert count_fermi_points(1.5 * v, v) == 4
    print(f"{tag}: Fermi points at E = 0: {count_fermi_points(0.0, v)}, "
          f"at E = {1.5 * v:.4f} meV: {count_fermi_points(1.5 * v, v)}")

    # Mid-gap Fermi points, their velocities and spins from eigenvectors.
    k_f = brentq(lambda k: lower(k, v), 0.0, 0.2, xtol=1e-13)
    x_f = v_c + np.sqrt(v_c**2 + v**2)
    assert abs(0.5 * hbar2_over_m * k_f**2 - x_f) < 1e-7
    spinors = []
    for k in (k_f, -k_f):
        spinor = np.linalg.eigh(hamiltonian(k, v))[1][:, 0]
        s_x = np.vdot(spinor, sigma_x @ spinor).real
        s_y = np.vdot(spinor, sigma_y @ spinor).real
        slope = (lower(k + 1e-5, v) - lower(k - 1e-5, v)) / 2e-5
        assert slope * k > 0 and slope * s_y < 0
        assert abs(s_x + v / x_f) < 1e-7
        assert abs(s_y + alpha * k / x_f) < 1e-7
        spinors.append(spinor)
        print(f"{tag}: k_F {k:+.5f} 1/nm, <sigma_x> {s_x:+.4f}, "
              f"<sigma_y> {s_y:+.4f}")
    overlap = abs(np.vdot(spinors[0], spinors[1]))**2
    assert abs(overlap - (v / x_f)**2) < 1e-7
    print(f"{tag}: squared spinor overlap at +/- k_F {overlap:.4f}")

print("done: every assertion held")
```

It prints:

```
effective mass: 0.05 m_e
Rashba coefficient alpha: 50.0 meV nm
g factor: 10.0
hbar^2/m: 1523.99 meV nm^2
Bohr magneton: 0.057884 meV/T
m alpha/hbar^2 (minimum at zero field): 0.03281 1/nm
critical V, m alpha^2/hbar^2: 1.6404 meV
full Zeeman splitting at threshold: 3.2809 meV
critical magnetic field: 5.668 T
ring check, largest error of 24 levels: 4.7e-05 meV
2 T along x, smallest splitting: 1.1577 meV
2 T along y, smallest splitting: 0.0000 meV
2 T along y, crossing at k: -0.01158 1/nm
V where numerical curvature vanishes: 1.6404 meV
V/Vc = 0.00: number of minima 2
V/Vc = 0.30: number of minima 2
V/Vc = 0.70: number of minima 2
V/Vc = 0.98: number of minima 2
V/Vc = 1.00: number of minima 1
V/Vc = 1.02: number of minima 1
V/Vc = 1.50: number of minima 1
V/Vc = 3.00: number of minima 1
B = 2 T: V 0.5788 meV, V/Vc 0.3529
B = 2 T: gap at k = 0 1.1577 meV
B = 2 T: number of minima 2
B = 2 T: minima at k = +/- 0.03070 1/nm
B = 2 T: energy of minima -0.9223 meV
B = 2 T: barrier at k = 0 0.3435 meV
B = 2 T: Fermi points at E = -0.7506 meV: 4
B = 2 T: Fermi points at E = 0: 2, at E = 0.8683 meV: 4
B = 2 T: k_F +0.06660 1/nm, <sigma_x> -0.1713, <sigma_y> -0.9852
B = 2 T: k_F -0.06660 1/nm, <sigma_x> -0.1713, <sigma_y> +0.9852
B = 2 T: squared spinor overlap at +/- k_F 0.0293
B = 8 T: V 2.3154 meV, V/Vc 1.4114
B = 8 T: gap at k = 0 4.6307 meV
B = 8 T: number of minima 1
B = 8 T: Fermi points at E = 0: 2, at E = 3.4730 meV: 4
B = 8 T: k_F +0.07666 1/nm, <sigma_x> -0.5170, <sigma_y> -0.8560
B = 8 T: k_F -0.07666 1/nm, <sigma_x> -0.5170, <sigma_y> +0.8560
B = 8 T: squared spinor overlap at +/- k_F 0.2673
done: every assertion held
```
